# The spherical nucleation barrier and its divergence near equilibrium between silicides, part 1

(Sections cited here and not found follow in the second part.)

## 1. The barrier at a given driving force

### What dimensions already fix

A small region of one silicide, β, appears inside another, α. Two material quantities decide whether it survives. The first is the interfacial free energy $\gamma$, an energy per area. The second is the free energy $\Delta g$ released when unit volume of α turns into β, an energy per volume. If nothing else enters, the height of the barrier must be a number times $\gamma^a\Delta g^b$. In this product energy appears to the power $a+b$, and length to the power $-2a-3b$. An energy requires

$$a+b=1,\qquad -2a-3b=0 .$$

The second equation gives $a=-3b/2$. Putting this into the first gives $-b/2=1$, so $b=-2$ and $a=3$. A length requires instead $a+b=0$ and $-2a-3b=1$, which give $b=-1$ and $a=1$. Therefore

$$W^*=C\,\frac{\gamma^3}{\Delta g^2},\qquad r^*=c\,\frac{\gamma}{\Delta g},$$

where $W^*$ is the barrier, $r^*$ the size at which it is reached, and $C$ and $c$ are pure numbers.

The divergence is already visible. At equilibrium between the two silicides $\Delta g$ vanishes while $\gamma$ does not, so both the barrier and the critical size grow without bound. The argument leaves open the values of $C$ and $c$, the sign of $\Delta g$ for which a barrier exists, and the way $\Delta g$ depends on temperature. It also rests on a condition: no other length, such as a film thickness, may enter.

### The work of forming a nucleus

Take first two silicides of the same composition, at fixed temperature $T$ and zero pressure. Let $\mu_\alpha$ and $\mu_\beta$ be their bulk free energies per formula unit. A parent of $N$ formula units has free energy $N\mu_\alpha$. After $n$ of them have transformed, and an interface of area $S$ has formed, the free energy is $(N-n)\mu_\alpha+n\mu_\beta+\gamma S$. The difference is the reversible work of forming the nucleus:

$$W=(N-n)\mu_\alpha+n\mu_\beta+\gamma S-N\mu_\alpha=-n(\mu_\alpha-\mu_\beta)+\gamma S .$$

Let both phases have the same volume $v$ per formula unit. A nucleus of volume $\Omega$ then holds $n=\Omega/v$ units, and

$$W=\gamma S-\Delta g\,\Omega,\qquad \Delta g=\frac{\mu_\alpha-\mu_\beta}{v}.$$

With this sign convention $\Delta g>0$ means that β is the stable phase. The interface is treated as sharp, and $\gamma$ as independent of direction and of the size of the nucleus. Elastic strain is left out for now.

For a sphere of radius $r$, $S=4\pi r^2$ and $\Omega=4\pi r^3/3$, so

$$W(r)=4\pi\gamma r^2-\frac{4\pi}{3}\Delta g\,r^3 .$$

The surface term wins at small $r$, because $r^3/r^2=r$ tends to zero there. For positive $\Delta g$ the volume term wins at large $r$. Between the two lies a maximum.

### The maximum

Differentiation gives

$$\frac{dW}{dr}=8\pi\gamma r-4\pi\Delta g\,r^2=4\pi r\,(2\gamma-\Delta g\,r).$$

The root $r=0$ is the absence of a nucleus. The other root is

$$r^*=\frac{2\gamma}{\Delta g}.$$

The second derivative is $8\pi\gamma-8\pi\Delta g\,r$. Since $\Delta g\,r^*=2\gamma$, its value at $r^*$ is $8\pi\gamma-16\pi\gamma=-8\pi\gamma$. It is negative, so this is a maximum. A nucleus smaller than $r^*$ lowers its free energy by shrinking, and a larger one by growing.

To find the height, use $\Delta g\,r^*=2\gamma$ in the volume term:

$$W^*=4\pi\gamma r^{*2}-\frac{4\pi}{3}(2\gamma)r^{*2}
=4\pi\gamma r^{*2}\left(1-\frac23\right)=\frac{4\pi}{3}\gamma r^{*2}.$$

Insertion of $r^{*2}=4\gamma^2/\Delta g^2$ gives

$$W^*=\frac{16\pi}{3}\frac{\gamma^3}{\Delta g^2}.$$

The missing numbers are thus $c=2$ and $C=16\pi/3$. The barrier is one third of the surface cost at the critical size, since the bulk gain has by then repaid two thirds of that cost.

The condition for $r^*$ also has a meaning per formula unit. Adding $dn$ units to a sphere changes its volume by $v\,dn=4\pi r^2dr$ and its surface energy by $8\pi\gamma r\,dr$. The surface cost per added unit is therefore

$$\frac{8\pi\gamma r\,dr}{4\pi r^2dr/v}=\frac{2\gamma v}{r}.$$

The bulk gain per added unit is $v\Delta g$, whatever the radius. The cost falls as the sphere grows, and it equals the gain at $r=2\gamma/\Delta g$. If the gain is tiny, the sphere must become very large before one more unit pays for itself.

### Limits of the sphere

With $x=r/r^*$ the whole curve takes one form. The surface cost at $r^*$ is $3W^*$ and the bulk gain is $2W^*$. These scale as $x^2$ and $x^3$, so

$$\frac{W}{W^*}=3x^2-2x^3 .$$

At $x=1$ this equals 1. It returns to zero at $x=3/2$, so a nucleus must exceed the critical radius by half before it has less free energy than the untransformed parent. Between $r^*$ and $3r^*/2$ it already grows downhill, although its total work is still positive.

At $\Delta g=0$ the work is $4\pi\gamma r^2$, which rises without limit. For $\Delta g<0$ both terms are positive and rise with $r$. In neither case is there a critical nucleus. The formula for $W^*$ contains $\Delta g^2$ and would return a finite number for negative $\Delta g$, but that number is not a barrier for forming β. The formula applies for $\Delta g>0$.

### Numbers for one driving force

Take the model value $\gamma=0.300$ eV/nm², which is 0.0481 J/m², and $v=0.040$ nm³. A driving force $\Delta g=0.2123$ eV/nm³ will come out of a thermal model in the second half. The critical radius is

$$r^*=\frac{2(0.300)}{0.2123}\ \text{nm}=2.83\ \text{nm},$$

and the barrier is

$$W^*=\frac{16\pi(0.300)^3}{3(0.2123)^2}\ \text{eV}=10.04\ \text{eV}=0.369\ \text{hartree}.$$

The surface cost $4\pi\gamma r^{*2}$ is 30.1 eV and the bulk gain is 20.1 eV, in the ratio 3 to 2. The sphere contains $4\pi r^{*3}/(3v)\approx2360$ formula units. The gain per unit is only $0.040\times0.2123=0.0085$ eV, yet the total energies are tens of electronvolts because thousands of units take part.

### From the sphere to any fixed shape

Now let the nucleus have another shape, which keeps its proportions as its linear size $r$ changes. Write its interfacial cost as $Br^2$ and its volume as $Vr^3$. If $\gamma$ is the same everywhere, $B=\gamma A$, where $A$ is the area at $r=1$. If $\gamma$ depends on the facet, $B$ is the sum of each facet's area at $r=1$ times its own interfacial energy. Then

$$W(r)=Br^2-V\Delta g\,r^3,\qquad \frac{dW}{dr}=r\,(2B-3V\Delta g\,r).$$

The maximum is at $r_s=2B/(3V\Delta g)$. There $V\Delta g\,r_s=2B/3$, so

$$W_s=r_s^2\left(B-\frac{2B}{3}\right)=\frac{B r_s^2}{3}=\frac{4B^3}{27V^2\Delta g^2}.$$

The sphere is recovered with $B=4\pi\gamma$ and $V=4\pi/3$: the ratio $B^3/V^2$ is $64\pi^3\gamma^3\cdot9/(16\pi^2)=36\pi\gamma^3$, and $4/27$ of it is $16\pi\gamma^3/3$. For a cube of edge $r$, $B=6\gamma$ and $V=1$, so the barrier is $32\gamma^3/\Delta g^2$, larger than that of the sphere by the factor $6/\pi\approx1.91$.

The inverse square of $\Delta g$ therefore does not come from roundness. It comes from a cost that grows as $r^2$ competing with a gain that grows as $r^3$. The shape sets the prefactor through $B^3/V^2$. For isotropic $\gamma$ the sphere has the smallest prefactor, because it has the least area at given volume.

A spheroid shows how much a modest distortion costs. Let its semi-axes be $r$, $r$ and $\kappa r$. A surface point has distance $r\sin\phi$ from the axis and height $\kappa r\cos\phi$, so at $r=1$ the area is

$$A=2\pi\int_0^\pi \sin\phi\,\sqrt{\cos^2\phi+\kappa^2\sin^2\phi}\;d\phi,$$

and $V=4\pi\kappa/3$. Dividing $A^3/V^2$ by its value $36\pi$ for the sphere gives the barrier ratio $(A/4\pi)^3/\kappa^2$. Numerical quadrature yields 1.31 for the flattened spheroid with $\kappa=0.5$ and 1.25 for the elongated one with $\kappa=2$. At $\kappa=1$ the root in the integrand is 1, the area is $4\pi$, and the ratio is 1.

### A nucleus on a boundary in the parent

A nucleus on a grain boundary of α removes part of that boundary and recovers its energy. Let the boundary be flat, with energy $\gamma_0$ per area, and let the nucleus be a symmetric lens made of two spherical caps. Each cap has base radius $a$, height $h=ta$, area $\pi(a^2+h^2)$ and volume $\pi h(3a^2+h^2)/6$. Define $\cos\theta=\gamma_0/(2\gamma)$, with $0\le\cos\theta<1$, and write $q=\cos\theta$. The removed boundary has area $\pi a^2$, so with $a$ as the linear size

$$B=2\pi\gamma(1+t^2)-\pi\gamma_0=2\pi\gamma(1+t^2-q),\qquad V=\frac{\pi}{3}t(3+t^2).$$

For each $t$ the work has a maximum over size, proportional to $B^3/V^2$. The easiest passage takes the lowest of these maxima, so $B^3/V^2$ must be minimized over $t$. Setting its logarithmic derivative to zero gives $3B'/B=2V'/V$. With $B'=4\pi\gamma t$ and $V'=\pi(1+t^2)$ this reads

$$\frac{6t}{1+t^2-q}=\frac{6(1+t^2)}{t(3+t^2)} .$$

Cross-multiplication gives $3t^2+t^4=1+2t^2+t^4-q(1+t^2)$, hence

$$q=\frac{1-t^2}{1+t^2},\qquad t=\tan\frac{\theta}{2}.$$

A cap of sphere radius $R$ that meets the boundary plane at angle $\theta$ has $a=R\sin\theta$ and $h=R(1-\cos\theta)$, so $h/a=\tan(\theta/2)$. The angle defined by $\gamma_0=2\gamma\cos\theta$ is thus the contact angle, and the relation is the balance of interfacial tensions at the rim.

From $t^2=(1-q)/(1+q)$ follow

$$1+t^2-q=\frac{(1-q)(2+q)}{1+q},\qquad 3+t^2=\frac{2(2+q)}{1+q}.$$

Therefore

$$\frac{B^3}{V^2}=\frac{8\pi^3\gamma^3(1-q)^3(2+q)^3/(1+q)^3}{4\pi^2(1-q)(2+q)^2/[9(1+q)^3]}=18\pi\gamma^3(1-q)^2(2+q).$$

This single stationary value is at most $36\pi\gamma^3$. For $t\to0$ the ratio diverges, since the volume vanishes and $B$ does not. For $t\to\infty$ it tends to $72\pi\gamma^3$, the value for two touching spheres. The stationary point is therefore the minimum within this family. Multiplication by $4/(27\Delta g^2)$ and division by the barrier of the sphere give

$$\frac{W_{\rm lens}}{W^*}=f(\theta)=\frac{(2+\cos\theta)(1-\cos\theta)^2}{2}.$$

With $\gamma_0=0$ the lens is a full sphere and $f=1$. As $\gamma_0$ approaches $2\gamma$ the boundary is almost wetted by β and $f$ tends to zero. For $\cos\theta=0.25$, 0.50 and 0.75, $f$ is 0.633, 0.313 and 0.086. A boundary can lower the barrier greatly, but as long as $f>0$ it leaves the factor $1/\Delta g^2$ untouched.

## 2. The barrier near equilibrium between two silicides

A nucleus of silicide β in silicide α has interfacial energy $\gamma$ per area and releases $\Delta g=(\mu_\alpha-\mu_\beta)/v$ per volume, where $\mu$ is a bulk free energy per formula unit and $v$ the volume of that unit. For $\Delta g>0$ the critical radius and barrier of a sphere are

$$r^*=\frac{2\gamma}{\Delta g},\qquad W^*=\frac{16\pi\gamma^3}{3\Delta g^2}.$$

Other fixed shapes, and a lens on a boundary in the parent, change the number in front but not the power of $\Delta g$. For the lens that change is a factor $f$ between 0 and 1.

### How the driving force vanishes

Let the two silicides be in equilibrium at $T_0$, so that $\mu_\alpha=\mu_\beta$ there. At constant pressure $d\mu/dT=-s$, with $s$ the entropy per formula unit. Differentiating $\Delta g$ gives

$$\frac{d\Delta g}{dT}=\frac{s_\beta-s_\alpha}{v}-\frac{\mu_\alpha-\mu_\beta}{v^2}\frac{dv}{dT}.$$

The last term vanishes at $T_0$, so thermal expansion does not affect the slope there. Define the entropy difference per volume at $T_0$,

$$\Delta s=\frac{s_\beta-s_\alpha}{v}.$$

Take $\Delta s>0$, which makes β the phase stable above $T_0$. With the overshoot $\delta=T-T_0$, the leading term is $\Delta g\approx\Delta s\,\delta$, and for small positive $\delta$

$$W^*\approx\frac{K}{\delta^2},\qquad K=\frac{16\pi\gamma^3}{3\Delta s^2},\qquad r^*\approx\frac{2\gamma}{\Delta s\,\delta}.$$

Here $\gamma$ is taken at $T_0$. The number of formula units in the critical sphere is proportional to $r^{*3}$ and so grows as $\delta^{-3}$.

The cause of the divergence is a mismatch between two energies. At $T_0$ the bulk phases have equal free energy, but an interface between them still costs energy, because atoms there have the surroundings of neither phase. Each transformed unit helps to pay for the interface with a gain $v\Delta s\,\delta$ that vanishes at $T_0$. More and more units are needed, and they bring more interface with them.

On cooling β below $T_0$, α is the new phase and its driving force is $-\Delta g\approx\Delta s\,(T_0-T)$. The square removes the difference in sign, so the barrier has the same leading form on both sides of $T_0$. What differs is which phase is being nucleated.

For an unstrained nucleus in a large parent, the barrier diverges as the inverse square of the distance from $T_0$, because the driving force vanishes linearly there while the interface still costs energy. It remains to put numbers to this law with a thermal model, to find the temperature of onset, and to see what reaction, strain and a thin film change.

All numerical values are calculated from the stated model.
